# Antibunching and Damped Rabi Oscillations in Resonance Fluorescence

## 1. Definitions and conventions

An atom has a ground state $|g\rangle$ and an excited state $|e\rangle$. Its lowering and raising operators are

$$\sigma_-=|g\rangle\langle e|,\qquad \sigma_+=|e\rangle\langle g|,\qquad \sigma_+\sigma_-=|e\rangle\langle e|. \tag{1}$$

A classical field drives the atom exactly on resonance. In the frame rotating at the drive frequency, and in the rotating-wave approximation, the Hamiltonian is

$$H=\frac{\hbar\Omega}{2}(\sigma_++\sigma_-),\qquad \Omega>0, \tag{2}$$

where $\Omega$ is the angular Rabi frequency. Without damping, an atom starting in $|g\rangle$ has excited population $\sin^2(\Omega t/2)$. The population of $|e\rangle$ decays by spontaneous emission at rate $\Gamma$. Both $\Omega$ and $\Gamma$ are assumed small compared with the optical frequency.

Divide the outgoing scattered field into short time bins of width $dt$, and let $n_k$ be the photon number in bin $k$. In the steady state, the second-order coherence at delay $\tau=k\,dt>0$ is

$$g_2(\tau)=\lim_{dt\to0}\frac{\langle n_0n_k\rangle}{\langle n_0\rangle\langle n_k\rangle}. \tag{3}$$

It compares the rate of photon pairs separated by $\tau$ with the rate expected for independent detections. Other photons may arrive between the two; $g_2$ is not the distribution of waiting times to the next photon. The value at zero delay is the limit $\tau\to0^+$.

The detector is assumed to receive light from one atom, with no drive light, no spectral filter and ideal time resolution. Its efficiency $\eta$ need not be one: independent random loss multiplies each mean in (3) by $\eta$ and the joint mean by $\eta^2$, so the ratio is unchanged. The travel time to the detector shifts both detections equally and is omitted.

The result to be derived is

$$g_2(\tau)=1-e^{-3\Gamma\tau/4}\left[\cos\mu\tau+\frac{3\Gamma}{4\mu}\sin\mu\tau\right],\qquad \mu=\sqrt{\Omega^2-\frac{\Gamma^2}{16}}, \tag{4}$$

with its continuation to imaginary $\mu$ when $\Omega<\Gamma/4$.

## 2. The atom and its outgoing field

Assume that the vacuum field has no memory: its coupling to the atom is constant over the relevant frequencies. It can then be described by an input operator $b(t)$ with $[b(t),b^\dagger(t')]=\delta(t-t')$ and the interaction $i\hbar\sqrt\Gamma\,[\sigma_-b^\dagger(t)-\sigma_+b(t)]$. For one bin, define $b=dt^{-1/2}\int b(t)\,dt$, the integral running over the bin. The delta function gives $[b,b^\dagger]=1$. The factor $\sqrt{dt}$ released by this normalization appears in the evolution operator for the bin,

$$U=e^G,\qquad G=-\frac{i}{\hbar}H\,dt+\sqrt{\Gamma dt}\,(\sigma_-b^\dagger-\sigma_+b). \tag{5}$$

Each bin arrives in its vacuum state $|0\rangle$, meets the atom once and leaves. Because the interaction is of order $\sqrt{dt}$, its square must be kept to obtain all terms of order $dt$. Acting on the vacuum,

$$\begin{aligned}
(\sigma_-b^\dagger-\sigma_+b)^2|0\rangle
&=\sigma_-^2b^{\dagger2}|0\rangle-\sigma_+\sigma_-bb^\dagger|0\rangle\\
&=-\sigma_+\sigma_-|0\rangle .
\end{aligned} \tag{6}$$

The two other products contain $b|0\rangle=0$, and $\sigma_-^2=0$ removes the two-photon term. Expanding $U=1+G+G^2/2+\cdots$ therefore gives

$$U|0\rangle\simeq K_0|0\rangle+K_1|1\rangle, \tag{7}$$

$$K_0=1-\frac{i}{\hbar}H\,dt-\frac{\Gamma dt}{2}\sigma_+\sigma_-,\qquad K_1=\sqrt{\Gamma dt}\,\sigma_- . \tag{8}$$

If the bin is not examined, its two orthogonal photon states contribute without interference. The atomic density matrix $\rho$ becomes $K_0\rho K_0^\dagger+K_1\rho K_1^\dagger$. To first order in $dt$,

$$\begin{aligned}
K_0\rho K_0^\dagger&=\rho-\frac{i\,dt}{\hbar}[H,\rho]-\frac{\Gamma dt}{2}(\sigma_+\sigma_-\rho+\rho\sigma_+\sigma_-),\\
K_1\rho K_1^\dagger&=\Gamma dt\,\sigma_-\rho\sigma_+ .
\end{aligned} \tag{9}$$

Adding these, subtracting $\rho$ and dividing by $dt$ gives the master equation

$$\dot\rho=L\rho=-\frac{i}{\hbar}[H,\rho]+\Gamma\left(\sigma_-\rho\sigma_+-\frac12\{\sigma_+\sigma_-,\rho\}\right). \tag{10}$$

The second line of (9) also supplies the probability of a photon in the bin. With $p=\langle e|\rho|e\rangle$, the cyclic property of the trace gives

$$\langle n\rangle=\Gamma dt\,\mathrm{Tr}(\sigma_-\rho\sigma_+)=\Gamma dt\,\mathrm{Tr}(\sigma_+\sigma_-\rho)=\Gamma dt\,p \tag{11}$$

to leading order.

## 3. What a detected photon does to the atom

Let the atom be in its steady state $\rho_{ss}$, with excited population $p_{ss}$, just before bin 0. A photon in that bin leaves the unnormalized atomic state $\Gamma dt\,\sigma_-\rho_{ss}\sigma_+$, whose trace is the detection probability.

The photon never returns to the atom, and the later bins arrive in vacuum. The state after the first detection therefore evolves under the same $L$ as before. The intermediate bins are unexamined, so their effect is $e^{L\tau}$ in the limit $dt\to0$. Applying (11) to bin $k$ gives

$$\langle n_0n_k\rangle=(\Gamma dt)^2\,\mathrm{Tr}\left[\sigma_+\sigma_-e^{L\tau}(\sigma_-\rho_{ss}\sigma_+)\right]. \tag{12}$$

By stationarity, $\langle n_0\rangle=\langle n_k\rangle=\Gamma dt\,p_{ss}$. Division according to (3) yields

$$g_2(\tau)=\frac{\mathrm{Tr}\left[\sigma_+\sigma_-e^{L\tau}(\sigma_-\rho_{ss}\sigma_+)\right]}{p_{ss}^2}. \tag{13}$$

This is the quantum regression formula for the present correlation. Its essential condition is the absence of field memory; a mirror that returned the emitted light after a delay not short compared with $1/\Gamma$ and $1/\Omega$ would invalidate the step.

For a two-level atom the state after detection is simple:

$$\sigma_-\rho_{ss}\sigma_+=|g\rangle\langle e|\rho_{ss}|e\rangle\langle g|=p_{ss}|g\rangle\langle g|. \tag{14}$$

Let $p_g(\tau)$ be the excited population at time $\tau$ for an atom starting in $|g\rangle$. One factor of $p_{ss}$ cancels, leaving

$$g_2(\tau)=\frac{p_g(\tau)}{p_{ss}}. \tag{15}$$

The correlation function is thus the re-excitation curve of the atom, measured relative to its steady population. Since $p_g(0)=0$,

$$g_2(0)=0. \tag{16}$$

An atom that has just emitted has no excitation left for a second emission. The same fact appeared as $\sigma_-^2=0$ in (6).

A classical stationary intensity $I\ge0$ cannot behave in this way. Its variance is nonnegative, so $\langle I^2\rangle\ge\langle I\rangle^2$ and $g_2(0)=\langle I^2\rangle/\langle I\rangle^2\ge1$. The zero in (16) is perfect antibunching and rules out a description by a fluctuating classical intensity.

## 4. Equations for re-excitation

Write $\rho_{ij}=\langle i|\rho|j\rangle$ and define

$$y=i(\rho_{eg}-\rho_{ge}). \tag{17}$$

This is the component of the atomic coherence that exchanges population with the drive. From (2), the required matrix elements of the commutator are

$$\begin{aligned}
\frac1\hbar[H,\rho]_{ee}&=\frac\Omega2(\rho_{ge}-\rho_{eg}),\\
\frac1\hbar[H,\rho]_{eg}&=\frac\Omega2(\rho_{gg}-\rho_{ee})=\frac\Omega2(1-2p).
\end{aligned} \tag{18}$$

The term $\sigma_-\rho\sigma_+$ feeds only $\rho_{gg}$. The anticommutator in (10) contributes $-\Gamma p$ to $\dot\rho_{ee}$ and $-(\Gamma/2)\rho_{eg}$ to $\dot\rho_{eg}$. Hence

$$\dot p=\frac\Omega2y-\Gamma p,\qquad
\dot\rho_{eg}=-\frac{i\Omega}{2}(1-2p)-\frac\Gamma2\rho_{eg}. \tag{19}$$

Subtract the complex conjugate of the second equation and multiply by $i$. The drive term becomes $i[-i\Omega(1-2p)]=\Omega(1-2p)$, so

$$\dot y=\Omega(1-2p)-\frac\Gamma2y. \tag{20}$$

In the steady state, the first equation of (19) gives $y_{ss}=2\Gamma p_{ss}/\Omega$. Inserting this in (20) gives $\Omega(1-2p_{ss})=\Gamma^2p_{ss}/\Omega$, or

$$p_{ss}=\frac{\Omega^2}{\Gamma^2+2\Omega^2}. \tag{21}$$

The population approaches $1/2$ for strong driving.

To eliminate $y$, differentiate the population equation and insert (20):

$$\ddot p=\frac{\Omega^2}{2}(1-2p)-\frac\Gamma2\left(\frac\Omega2y\right)-\Gamma\dot p. \tag{22}$$

The population equation also says that $\Omega y/2=\dot p+\Gamma p$. Therefore

$$\ddot p+\frac{3\Gamma}{2}\dot p+A p=\frac{\Omega^2}{2},\qquad A=\Omega^2+\frac{\Gamma^2}{2}. \tag{23}$$

Equation (21) can be written $p_{ss}=\Omega^2/(2A)$. Dividing (23) by $p_{ss}$ and using (15) gives

$$g_2''+\frac{3\Gamma}{2}g_2'+A g_2=A. \tag{24}$$

After a click the atom has neither excited population nor coherence: $p=y=0$. The first equation of (19) then gives $\dot p=0$, so the initial conditions are

$$g_2(0)=0,\qquad g_2'(0)=0. \tag{25}$$

## 5. The closed form and the threshold

Let $f=1-g_2$. Then $f$ obeys the homogeneous form of (24), with $f(0)=1$ and $f'(0)=0$. The trial solution $e^{\lambda\tau}$ requires $\lambda^2+(3\Gamma/2)\lambda+A=0$, hence

$$\begin{aligned}
\lambda_\pm&=-\frac{3\Gamma}{4}\pm\sqrt{\frac{9\Gamma^2}{16}-\Omega^2-\frac{\Gamma^2}{2}}\\
&=-\frac{3\Gamma}{4}\pm\sqrt{\frac{\Gamma^2}{16}-\Omega^2}.
\end{aligned} \tag{26}$$

For $\Omega>\Gamma/4$ the square root is $i\mu$. The general solution is $f=e^{-3\Gamma\tau/4}(C\cos\mu\tau+D\sin\mu\tau)$. The condition $f(0)=1$ gives $C=1$, while $f'(0)=-3\Gamma/4+\mu D=0$ gives $D=3\Gamma/(4\mu)$. This proves (4).

For $\Omega<\Gamma/4$, put $\mu=i\kappa$ with $\kappa=\sqrt{\Gamma^2/16-\Omega^2}$. Since $\cos(i\kappa\tau)=\cosh\kappa\tau$ and $\sin(i\kappa\tau)/(i\kappa)=\sinh(\kappa\tau)/\kappa$,

$$g_2(\tau)=1-e^{-3\Gamma\tau/4}\left[\cosh\kappa\tau+\frac{3\Gamma}{4\kappa}\sinh\kappa\tau\right]. \tag{27}$$

At threshold, $\sin(\mu\tau)/\mu\to\tau$ and

$$g_2(\tau)=1-e^{-3\Gamma\tau/4}\left(1+\frac{3\Gamma\tau}{4}\right). \tag{28}$$

The origin of the threshold becomes clearer if coherence decays at a general rate $\gamma_\perp$ instead of $\Gamma/2$. Deviations from the steady state, $\delta p$ and $\delta y$, then obey

$$\delta\dot p=\frac\Omega2\delta y-\Gamma\delta p,\qquad \delta\dot y=-2\Omega\delta p-\gamma_\perp\delta y. \tag{29}$$

An exponential solution requires $(\lambda+\Gamma)(\lambda+\gamma_\perp)+\Omega^2=0$, so

$$\lambda_\pm=-\frac{\Gamma+\gamma_\perp}{2}\pm\sqrt{\frac{(\Gamma-\gamma_\perp)^2}{4}-\Omega^2}. \tag{30}$$

Oscillation begins at $\Omega=|\Gamma-\gamma_\perp|/2$. The threshold is set by the difference between the two damping rates, not by their sum. Purely radiative damping has $\gamma_\perp=\Gamma/2$ and gives $\Gamma/4$; additional pure dephasing at rate $\gamma_d$ makes $\gamma_\perp=\Gamma/2+\gamma_d$ and the threshold $|\Gamma/2-\gamma_d|/2$.

Detuning also changes the condition, because the coherence then rotates even without a drive. Neither detuning nor pure dephasing changes $g_2(0)=0$: the reset (14) does not depend on how $\rho_{ss}$ was produced.

## 6. Shape and limiting cases

Differentiating (4), the two cosine terms cancel:

$$g_2'(\tau)=e^{-3\Gamma\tau/4}\left(\mu+\frac{9\Gamma^2}{16\mu}\right)\sin\mu\tau
=\frac A\mu e^{-3\Gamma\tau/4}\sin\mu\tau. \tag{31}$$

The last equality uses $\mu^2+9\Gamma^2/16=\Omega^2+\Gamma^2/2=A$. Below threshold, $\sin(\mu\tau)/\mu$ becomes $\sinh(\kappa\tau)/\kappa$; at threshold it becomes $\tau$. Both are positive for $\tau>0$, so $g_2$ rises monotonically towards 1.

Above threshold, the extrema after zero delay lie at $\tau_m=m\pi/\mu$, with $m=1,2,\ldots$. There the sine vanishes and the cosine is $(-1)^m$, so

$$g_2(\tau_m)=1-(-1)^m e^{-3\pi m\Gamma/(4\mu)}. \tag{32}$$

The values alternate above and below 1 with decreasing distance from it. The first maximum, at $\pi/\mu$, is the highest. Its excess over 1 is $e^{-3\pi\Gamma/(4\mu)}$, which vanishes extremely rapidly as $\mu\to0$. Crossing the threshold therefore changes the mathematical form of the decay before it produces a visible oscillation.

At short delay, (24) and (25) give $g_2''(0)=A$. Differentiating (24) once gives $g_2'''(0)=-3\Gamma A/2$. The Taylor series begins

$$g_2(\tau)=\frac{A\tau^2}{2}\left(1-\frac{\Gamma\tau}{2}+\cdots\right). \tag{33}$$

The quadratic start reflects coherent excitation: the drive must first create coherence, which then creates population. A detector that averages uniformly over delays from $0$ to a short time $T$ sees approximately $AT^2/6$ instead of zero.

For weak driving, $\Omega\ll\Gamma$, set $\kappa=\Gamma/4$ and $x=\Gamma\tau/4$ in (27). The subtracted term is

$$\begin{aligned}
e^{-3x}(\cosh x+3\sinh x)&=e^{-3x}(2e^x-e^{-x})\\
&=2e^{-2x}-e^{-4x},
\end{aligned} \tag{34}$$

and consequently

$$g_2(\tau)\simeq(1-e^{-\Gamma\tau/2})^2. \tag{35}$$

The recovery time is then set by the atomic lifetime and no longer by the drive. In the opposite limit, $\Omega\gg\Gamma$, equation (4) approaches $1-e^{-3\Gamma\tau/4}\cos\Omega\tau$. The envelope rate $3\Gamma/4$ is the mean of the population rate $\Gamma$ and the coherence rate $\Gamma/2$.

## 7. Worked example

Take $\Gamma=0.1\ \mathrm{ns}^{-1}$, a lifetime of 10 ns. The threshold is $\Gamma/4=0.025\ \mathrm{ns}^{-1}$. Consider one drive below it, one at it and one well above it. The closed form gives the following values of $g_2$.

| $\tau$ (ns) | $\Omega=0.010\ \mathrm{ns}^{-1}$ | $\Omega=0.025\ \mathrm{ns}^{-1}$ | $\Omega=0.300\ \mathrm{ns}^{-1}$ |
|---:|---:|---:|---:|
| 0 | 0.000 | 0.000 | 0.000 |
| 5 | 0.050 | 0.055 | 0.776 |
| 10 | 0.158 | 0.173 | 1.449 |
| 20 | 0.406 | 0.442 | 0.804 |
| 30 | 0.612 | 0.657 | 1.083 |
| 60 | 0.909 | 0.939 | 0.995 |

For the weak drive, $\kappa=\sqrt{0.000625-0.000100}=0.0229\ \mathrm{ns}^{-1}$. The two decay rates are $0.075\mp0.0229$, or $0.0521$ and $0.0979\ \mathrm{ns}^{-1}$. The slower one governs the late approach to 1.

For the strong drive, (21) gives

$$p_{ss}=\frac{0.09}{0.01+0.18}=0.474, \tag{36}$$

and the oscillation frequency is

$$\mu=\sqrt{0.09-0.000625}=0.299\ \mathrm{ns}^{-1},\qquad \frac{\mu}{2\pi}=47.6\ \mathrm{MHz}. \tag{37}$$

At $\tau=5$ ns, $\mu\tau=1.495$, $e^{-0.375}=0.687$ and $3\Gamma/(4\mu)=0.251$. Thus

$$g_2=1-0.687\,(0.076+0.251\times0.997)=0.776. \tag{38}$$

The first maximum lies at $\pi/\mu=10.5$ ns, where

$$g_2=1+e^{-0.075\times10.51}=1.455. \tag{39}$$

At this delay the atom is more likely to be excited than in the steady state, because the click has started a Rabi cycle at a known time. Damping later removes the memory of that starting time.

At 1 ns the leading term of (33) gives $0.0475$, while the closed form gives $0.0449$. The correction factor $1-\Gamma\tau/2=0.95$ accounts for most of the difference. Averaging over the first nanosecond gives $0.015$: finite time resolution alone leaves a small apparent coincidence signal.

Just above threshold, at $\Omega=0.030\ \mathrm{ns}^{-1}$, the first maximum occurs at 189 ns and exceeds 1 by only about $7\times10^{-7}$. To find the drive for an overshoot of $0.1$, invert the exponential in (32) at $m=1$:

$$\mu=\frac{3\pi\Gamma}{4\ln10},\qquad
\Omega=\sqrt{\mu^2+\frac{\Gamma^2}{16}}=0.105\ \mathrm{ns}^{-1}. \tag{40}$$

This is about $1.05\,\Gamma$, roughly four times the threshold. The maximum then lies at 30.7 ns.

Two changes of conditions show the limits of the threshold $\Gamma/4$. Pure dephasing at $0.15\ \mathrm{ns}^{-1}$ makes $\gamma_\perp=0.05+0.15=0.20\ \mathrm{ns}^{-1}$ and moves the threshold to $|0.10-0.20|/2=0.05\ \mathrm{ns}^{-1}$. If instead the weak drive is detuned by $0.1\ \mathrm{ns}^{-1}$, without extra dephasing, the master equation gives oscillations although $\Omega<\Gamma/4$. On a grid of 1 ns, the largest $g_2$ is $1.54$, at 25 ns.

The numerical check also obtains $g_2$ without the master equation for the evolution between detections, from photon numbers in an explicit wavefunction of atom and field bins. For the strong drive at 5 ns, extrapolation in the bin width gives $0.776$, in agreement with (38).

## Computed results

```
decay rate Gamma = 0.100 1/ns
lifetime 1/Gamma = 10.0 ns
threshold Gamma/4 = 0.0250 1/ns
drives Omega: weak 0.010, critical 0.025, strong 0.300 1/ns
g2 (no unit) by delay: weak, critical, strong drive
  tau =  0 ns: 0.00000  0.00000  0.00000
  tau =  1 ns: 0.00243  0.00268  0.04486
  tau =  2 ns: 0.00924  0.01019  0.16706
  tau =  5 ns: 0.04990  0.05498  0.77588
  tau = 10 ns: 0.15780  0.17336  1.44897
  tau = 15 ns: 0.28352  0.31011  1.15273
  tau = 20 ns: 0.40650  0.44217  0.80386
  tau = 30 ns: 0.61243  0.65745  1.08298
  tau = 40 ns: 0.75663  0.80085  0.96627
  tau = 60 ns: 0.90934  0.93890  0.99540
largest |closed form - master equation| = 1.7e-15 (no unit)
weak drive: kappa = 0.02291 1/ns
weak drive: slow decay rate = 0.05209 1/ns
weak drive: fast decay rate = 0.09791 1/ns
strong drive:
  steady excited population = 0.47368 (no unit)
  photon emission rate = 0.04737 1/ns
  A = Omega^2 + Gamma^2/2 = 0.09500 1/ns^2
  mu = 0.29896 1/ns
  mu/(2 pi) = 47.58 MHz
  envelope decay rate 3 Gamma/4 = 0.0750 1/ns
  short-delay law A tau^2/2 at 1 ns = 0.04750 (no unit)
  first maximum, formula: tau = 10.5085 ns, g2 = 1.45469
  first maximum, master eq.: tau = 10.5085 ns, g2 = 1.45469
just above threshold, Omega = 0.030 1/ns:
  first maximum at 189.4 ns, overshoot 6.75e-07 (no unit)
drive for 10 percent overshoot = 0.10534 1/ns
  in units of Gamma = 1.0534; maximum at 30.70 ns
time bins, strong drive, tau = 5.0 ns, g2 (no unit):
  9 steps 0.78110, 18 steps 0.77852, extrapolated 0.77595
  closed form 0.77588
  extrapolated photon rate = 0.04740 1/ns
click record: 2000000 clicks, rate = 0.04735 1/ns
  g2 in the 0-1 ns bin: record 0.0148, formula 0.0152
  g2 in the 10-11 ns bin: record 1.4521, formula 1.4529
  largest deviation over 40 bins = 0.0065 (no unit)
pure dephasing 0.150 1/ns: threshold = 0.0500 1/ns
detuning 0.100 1/ns, weak drive: largest g2 = 1.5411 at 25 ns
```
